# What Supplies the Momentum in Photoemission from a Nearly Free Metal: verification in Python

```python
"""
Result under test (Hartree atomic units):
  A uniform electron gas in a uniform light field has no photoemission matrix
  element. Momentum must come from a gradient of the potential V or of the
  vector potential A. For uniform A:  <f|p|i> = i <f|grad V|i> / omega.
  For general A, with O = (A.p + p.A)/2 and s_ij = (d_i A_j + d_j A_i)/2:
  [H,O] = i A.grad V - i p_i s_ij p_j + (i/4) Laplacian(div A).
Symbols: omega photon energy, k / K initial / final momentum inside the metal,
  k_out final momentum in vacuum, kappa decay constant of the initial state,
  phi LEED wave (complex conjugate of the photoemission final state),
  psi initial wave with unit incident amplitude, G reciprocal lattice vector.
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import simpson, solve_ivp
from scipy.special import erfc, expit

c_light = 1.0 / fine_structure
hartree_ev = physical_constants["Hartree energy in eV"][0]

# ---------- model parameters ----------
step_height = 0.5
kinetic_inside = 0.3
omega = 0.8
fourier_V = 0.02
energy_i = kinetic_inside - step_height
energy_f = energy_i + omega
k = np.sqrt(2 * kinetic_inside)
K = np.sqrt(2 * (kinetic_inside + omega))
k_out = np.sqrt(2 * energy_f)
kappa = np.sqrt(-2 * energy_i)

print("MODEL")
print(f"potential step           = {step_height:.3f} hartree")
print(f"initial kinetic energy   = {kinetic_inside:.3f} hartree")
print(f"photon energy            = {omega:.3f} hartree")
print(f"photon energy            = {omega * hartree_ev:.2f} eV")
print(f"initial energy (vacuum 0)= {energy_i:.3f} hartree")
print(f"final energy (vacuum 0)  = {energy_f:.3f} hartree")
print(f"k initial, inside        = {k:.4f} bohr^-1")
print(f"K final, inside          = {K:.4f} bohr^-1")
print(f"k_out final, vacuum      = {k_out:.4f} bohr^-1")
print(f"kappa initial, vacuum    = {kappa:.4f} bohr^-1")

# ---------- kinematics of a free electron and one photon ----------
q_photon = omega / c_light
missing = K - k
gain = ((k + q_photon) ** 2 - k ** 2) / 2
momenta = c_light * np.concatenate(([0.0], np.logspace(-4, 2, 2000)))


def relativistic_energy(momentum):
    return np.sqrt((c_light * momentum) ** 2 + c_light ** 4)


best_gain = np.max(relativistic_energy(momenta + q_photon)
                   - relativistic_energy(momenta))
assert best_gain < omega
assert gain < 0.01 * omega
print("KINEMATICS")
print(f"least momentum needed    = {missing:.4f} bohr^-1")
print(f"photon momentum          = {q_photon:.6f} bohr^-1")
print(f"needed / photon momentum = {missing / q_photon:.1f}")
print(f"energy gain from q alone = {gain:.5f} hartree")

# ---------- operator identity for arbitrary A, V and wavefunction ----------
coords = sp.symbols("x y z", real=True)
A_sym = [sp.Function(name)(*coords) for name in ("Ax", "Ay", "Az")]
V_sym = sp.Function("V")(*coords)
wave = sp.Function("psi")(*coords)
div_A = sum(sp.diff(a, r) for a, r in zip(A_sym, coords))


def laplacian(func):
    return sum(sp.diff(func, r, 2) for r in coords)


def apply_H(func):
    return -laplacian(func) / 2 + V_sym * func


def apply_O(func):
    directional = sum(a * sp.diff(func, r) for a, r in zip(A_sym, coords))
    return -sp.I * (directional + div_A * func / 2)


commutator = apply_H(apply_O(wave)) - apply_O(apply_H(wave))
sources = sp.I * wave * sum(a * sp.diff(V_sym, r)
                            for a, r in zip(A_sym, coords))
sources += sp.I * laplacian(div_A) * wave / 4
for i, ri in enumerate(coords):
    for j, rj in enumerate(coords):
        strain = (sp.diff(A_sym[j], ri) + sp.diff(A_sym[i], rj)) / 2
        # -i p_i s_ij p_j = +i d_i s_ij d_j
        sources += sp.I * sp.diff(strain * sp.diff(wave, rj), ri)
assert sp.expand((commutator - sources).doit()) == 0

# Coulomb repulsion exerts no net force, so total momentum is conserved.
r1 = sp.symbols("x1 y1 z1", real=True)
r2 = sp.symbols("x2 y2 z2", real=True)
repulsion = 1 / sp.sqrt(sum((a - b) ** 2 for a, b in zip(r1, r2)))
for a, b in zip(r1, r2):
    assert sp.simplify(sp.diff(repulsion, a) + sp.diff(repulsion, b)) == 0

# ---------- lattice: V(x) = 2 V_G cos(G x), plane-wave diagonalization ------
G = K + k


def lattice_elements(v_g):
    """Gap, <1|p|0> and <1|dV/dx|0> at crystal momentum -k."""
    plane = -k + G * np.arange(-6, 7)
    coupling = np.diag(np.ones(12), 1) + np.diag(np.ones(12), -1)
    energies, vectors = np.linalg.eigh(np.diag(plane ** 2 / 2)
                                       + v_g * coupling)
    gradient = 1j * G * v_g * (np.diag(np.ones(12), -1)
                               - np.diag(np.ones(12), 1))
    lower, upper = vectors[:, 0], vectors[:, 1]
    return (energies[1] - energies[0], upper @ (plane * lower),
            upper @ gradient @ lower)


gap, p_lattice, grad_lattice = lattice_elements(fourier_V)
assert abs(p_lattice - 1j * grad_lattice / gap) < 1e-10
assert abs(abs(p_lattice) / (G * fourier_V / omega) - 1) < 0.01
p_weak = lattice_elements(fourier_V / 10)[1]
assert abs(abs(p_weak) / (G * fourier_V / 10 / omega) - 1) < 1e-4
p_empty = lattice_elements(0.0)[1]
assert abs(p_empty) < 1e-12
print("LATTICE")
print(f"G closing the balance    = {G:.4f} bohr^-1")
print(f"V_G                      = {fourier_V:.3f} hartree")
print(f"gap from diagonalization = {gap:.5f} hartree")
print(f"|<f|p|i>| diagonalized   = {abs(p_lattice):.5f} bohr^-1")
print(f"G V_G / omega            = {G * fourier_V / omega:.5f} bohr^-1")
print(f"|<f|p|i>| for V_G = 0    = {abs(p_empty):.1e} bohr^-1")

# ---------- abrupt surface: explicit waves and direct quadrature ----------
switch_length = 15.0


def deep_switch(z, centre):
    """One near the surface, slowly zero deep inside the metal."""
    return 0.5 * erfc(-(z - centre) / switch_length)


z_in = np.linspace(-170.0, 0.0, 34001)
z_out = np.linspace(0.0, 60.0, 12001)
psi_0 = 2 * k / (k + 1j * kappa)
phi_0 = 2 * k_out / (k_out + K)
phi_in = phi_0 * np.exp(-1j * K * z_in)
dpsi_in = 1j * k * (np.exp(1j * k * z_in)
                    - (psi_0 - 1) * np.exp(-1j * k * z_in))
phi_vac = (np.exp(-1j * k_out * z_out)
           + (phi_0 - 1) * np.exp(1j * k_out * z_out))
dpsi_vac = -kappa * psi_0 * np.exp(-kappa * z_out)
M_abrupt = -1j * (simpson(deep_switch(z_in, -80.0) * phi_in * dpsi_in, x=z_in)
                  + simpson(phi_vac * dpsi_vac, x=z_out))
M_abrupt_formula = 1j * step_height * phi_0 * psi_0 / omega
assert abs(M_abrupt - M_abrupt_formula) < 1e-6
print("ABRUPT SURFACE (unit incident waves, M dimensionless)")
print(f"|psi_i(0)|               = {abs(psi_0):.4f}")
print(f"|phi(0)|                 = {abs(phi_0):.4f}")
print(f"|M| by quadrature        = {abs(M_abrupt):.5f}")
print(f"|M| from V0 phi psi/omega= {abs(M_abrupt_formula):.5f}")

# ---------- smooth surface: V = -V0 / (1 + exp(z/width)) ----------


def surface_waves(width):
    """Grid, switch, phi, phi', psi, psi' from the Schroedinger equation."""
    tail = 25 * width
    left, right = -(tail + 170.0), max(tail, 40.0)
    grid = np.linspace(left, right, int((right - left) / 0.02) + 1)

    def integrate(energy, start, stop, value, slope, points):
        def rhs(z, y):
            potential = -step_height * expit(-z / width)
            return np.array([y[1], 2 * (potential - energy) * y[0]])
        result = solve_ivp(rhs, (start, stop),
                           np.array([value, slope], dtype=complex),
                           method="DOP853", t_eval=points, rtol=1e-10,
                           atol=1e-12, max_step=0.5)
        assert result.success
        return result.y

    phi, dphi = integrate(energy_f, left, right, 1.0, -1j * K, grid)
    incident = abs(phi[-1] + 1j * dphi[-1] / k_out) / 2
    phi, dphi = phi / incident, dphi / incident
    psi, dpsi = integrate(energy_i, right, left, 1.0, -kappa, grid[::-1])
    psi, dpsi = psi[::-1], dpsi[::-1]
    incident = abs(psi[0] - 1j * dpsi[0] / k) / 2
    psi, dpsi = psi / incident, dpsi / incident
    return grid, deep_switch(grid, -(tail + 80.0)), phi, dphi, psi, dpsi


print("SMOOTH SURFACE, UNIFORM NORMAL FIELD")
widths = (0.5, 1.0, 2.0, 4.0)
M_smooth = []
largest_overlap = 0.0
for width in widths:
    z, switch, phi, dphi, psi, dpsi = surface_waves(width)
    profile = expit(-z / width)
    slope_V = step_height * profile * (1 - profile) / width
    M_direct = -1j * simpson(switch * phi * dpsi, x=z)
    M_gradient = 1j * simpson(phi * slope_V * psi, x=z) / omega
    assert abs(M_direct - M_gradient) < 1e-6
    overlap = abs(simpson(switch * phi * psi, x=z))
    largest_overlap = max(largest_overlap, overlap)
    M_smooth.append(abs(M_direct))
    print(f"width {width:.1f} bohr: |M| = {abs(M_direct):.6f}, "
          f"from grad V = {abs(M_gradient):.6f}")
    if width == 1.0:
        # Normal field 1.5 times larger inside than outside.
        field = 1 + 0.5 * profile
        bell = profile * (1 - profile)
        field_1 = -0.5 * bell / width
        field_3 = -0.5 * bell * (1 - 6 * profile + 6 * profile ** 2) / width**3
        M_Ap = -1j * simpson(switch * phi * field * dpsi, x=z)
        M_div = -0.5j * simpson(phi * field_1 * psi, x=z)
        M_field = M_Ap + M_div
        part_V = 1j * simpson(phi * field * slope_V * psi, x=z) / omega
        part_strain = -1j * simpson(dphi * field_1 * dpsi, x=z) / omega
        part_third = 0.25j * simpson(phi * field_3 * psi, x=z) / omega
        assert abs(M_field - part_V - part_strain - part_third) < 1e-6
assert M_smooth[-1] < 0.05 * M_smooth[0]
assert largest_overlap < 1e-6
print(f"largest |<f|i>| (in-plane A) = {largest_overlap:.1e} bohr")

print("WIDTH 1 BOHR, NORMAL FIELD 1.5 INSIDE, 1 OUTSIDE")
print(f"|M| total                = {abs(M_field):.5f}")
print(f"|A.p term of O|          = {abs(M_Ap):.5f}")
print(f"|div A term of O|        = {abs(M_div):.5f}")
print(f"|A V' source|            = {abs(part_V):.5f}")
print(f"|p A' p source|          = {abs(part_strain):.5f}")
print(f"|A''' source|            = {abs(part_third):.5f}")

# ---------- potential-free gas in a divergence-free field x_hat a(z) --------
k_x = 0.5
kz_i = np.sqrt(k ** 2 - k_x ** 2)
kz_f = np.sqrt(K ** 2 - k_x ** 2)
Q_z = kz_f - kz_i
print("NO POTENTIAL, A = x_hat exp(-z^2/2d^2), div A = 0")
print(f"k_x                      = {k_x:.3f} bohr^-1")
print(f"Q_z needed               = {Q_z:.4f} bohr^-1")
M_shear = []
for d in (1.0, 2.0, 4.0, 8.0):
    z = np.linspace(-12 * d, 12 * d, 8001)
    a = np.exp(-z ** 2 / (2 * d ** 2))
    phase = np.exp(-1j * Q_z * z)
    M_def = k_x * simpson(a * phase, x=z)
    strain_part = simpson(-z / d ** 2 * a * phase, x=z)
    M_strain = -0.5j * k_x * (kz_i + kz_f) * strain_part / omega
    M_gauss = k_x * d * np.sqrt(2 * np.pi) * np.exp(-(Q_z * d) ** 2 / 2)
    assert abs(M_def - M_strain) < 1e-11
    assert abs(M_def - M_gauss) < 1e-11
    M_shear.append(abs(M_def))
    print(f"d = {d:.0f} bohr: |M| = {abs(M_def):.3e}")
assert M_shear[0] > 0.1 and M_shear[-1] < 1e-6 * M_shear[0]

print("ALL CHECKS PASSED")
```

It prints:

```
MODEL
potential step           = 0.500 hartree
initial kinetic energy   = 0.300 hartree
photon energy            = 0.800 hartree
photon energy            = 21.77 eV
initial energy (vacuum 0)= -0.200 hartree
final energy (vacuum 0)  = 0.600 hartree
k initial, inside        = 0.7746 bohr^-1
K final, inside          = 1.4832 bohr^-1
k_out final, vacuum      = 1.0954 bohr^-1
kappa initial, vacuum    = 0.6325 bohr^-1
KINEMATICS
least momentum needed    = 0.7086 bohr^-1
photon momentum          = 0.005838 bohr^-1
needed / photon momentum = 121.4
energy gain from q alone = 0.00454 hartree
LATTICE
G closing the balance    = 2.2578 bohr^-1
V_G                      = 0.020 hartree
gap from diagonalization = 0.80102 hartree
|<f|p|i>| diagonalized   = 0.05637 bohr^-1
G V_G / omega            = 0.05645 bohr^-1
|<f|p|i>| for V_G = 0    = 0.0e+00 bohr^-1
ABRUPT SURFACE (unit incident waves, M dimensionless)
|psi_i(0)|               = 1.5492
|phi(0)|                 = 0.8496
|M| by quadrature        = 0.82264
|M| from V0 phi psi/omega= 0.82264
SMOOTH SURFACE, UNIFORM NORMAL FIELD
width 0.5 bohr: |M| = 0.499185, from grad V = 0.499185
width 1.0 bohr: |M| = 0.207531, from grad V = 0.207531
width 2.0 bohr: |M| = 0.029180, from grad V = 0.029180
width 4.0 bohr: |M| = 0.000442, from grad V = 0.000442
largest |<f|i>| (in-plane A) = 3.7e-11 bohr
WIDTH 1 BOHR, NORMAL FIELD 1.5 INSIDE, 1 OUTSIDE
|M| total                = 0.45976
|A.p term of O|          = 0.38340
|div A term of O|        = 0.08301
|A V' source|            = 0.27438
|p A' p source|          = 0.17478
|A''' source|            = 0.05260
NO POTENTIAL, A = x_hat exp(-z^2/2d^2), div A = 0
k_x                      = 0.500 bohr^-1
Q_z needed               = 0.8048 bohr^-1
d = 1 bohr: |M| = 9.066e-01
d = 2 bohr: |M| = 6.862e-01
d = 4 bohr: |M| = 2.816e-02
d = 8 bohr: |M| = 9.986e-09
ALL CHECKS PASSED
```
